# Ion exposure time for removing 0.5 nm of silicon

## Problem

In one cycle of plasma atomic layer etching, a silicon surface is first exposed to chlorine, which forms a thin reacted layer. The chlorine is then pumped away, and argon ions of low energy remove the reacted layer. This problem concerns the ion step.

The ions carry a current density $J=0.1\ \mathrm{mA/cm^2}$ to the surface, and each removes on average $Y=0.1$ silicon atom. The lattice constant of silicon is $a=0.5431$ nm.

**(a)** Show that removing a thickness $d=0.5$ nm of silicon requires about 40 s of ion exposure. State what must be assumed about $J$, $Y$ and $d$.

**(b)** Ions arrive at random. Find the relative spread of the removal time for a patch of side 5 nm, if each ion removes one atom or none.

**(c)** Suppose that 0.1 is only the initial yield, and that the yield falls in proportion to the part of the reacted layer that is left. How much silicon has gone after the time found in (a), if the layer held 0.5 nm of silicon? How long does it take to remove 90 % of this layer? How long does it take to remove 0.5 nm from a layer that held 1.0 nm?

**(d)** Estimate three further effects: sputtering of silicon that has lost its reacted layer, with a yield of 0.01; a current reading that includes doubly charged ions (a fraction 0.05 of all ions) and secondary electrons (0.1 per ion); and residual $\mathrm{Cl_2}$ at $10^{-6}$ Torr and 300 K. The two yields and the two charge parameters are rough values.

## Solution

### (a) Constant mean yield

Three conventions are needed.

- $J$ is the current density carried by the arriving positive ions alone, each with one elementary charge $e$. Electrons that reach or leave the surface are not counted.
- $Y$ is the number of silicon atoms removed per ion, averaged over the whole step.
- $d$ is the thickness of crystalline silicon that is lost. The reacted layer also contains chlorine, so its own thickness is a different quantity.

The first quantity required is the number of atoms in the thickness $d$. The cubic cell of silicon has eight corner atoms, each shared by eight cells, six face atoms, each shared by two cells, and four atoms inside. It therefore holds $8/8+6/2+4=8$ atoms, and the atomic density is

$$
n=\frac{8}{a^3}=\frac{8}{(0.5431\times10^{-7}\ \mathrm{cm})^3}
=4.994\times10^{22}\ \mathrm{cm^{-3}} .
$$

The number of atoms to be removed per unit area is

$$
nd=(4.994\times10^{22}\ \mathrm{cm^{-3}})(0.5\times10^{-7}\ \mathrm{cm})
=2.497\times10^{15}\ \mathrm{cm^{-2}} .
$$

Since each ion brings the charge $e$, the ion flux is the current density divided by $e$:

$$
\Gamma=\frac{J}{e}
=\frac{1.0\times10^{-4}\ \mathrm{A/cm^2}}{1.6022\times10^{-19}\ \mathrm{C}}
=6.242\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}} .
$$

Silicon atoms leave at the rate $Y\Gamma=6.242\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$. After a time $t$ the number removed per area is $Y\Gamma t$, and this must equal $nd$. Hence

$$
t=\frac{nd}{Y\Gamma}=\frac{e\,n\,d}{Y J}
=\frac{2.497\times10^{15}}{6.242\times10^{13}}\ \mathrm{s}
=40.0\ \mathrm{s} .
$$

This is the required result. It counts ion exposure only; the chlorine dose and the pumping take additional time.

The surface recedes at the mean speed $Y\Gamma/n=0.0125$ nm/s. The ion dose is $\Gamma t=2.497\times10^{16}\ \mathrm{cm^{-2}}$, ten ions for each atom removed, as the yield demands. The time varies as $1/(YJ)$: at ten times the current and the same yield it is 4.0 s.

The thickness is a mean over the surface. On a (001) surface the atomic planes are $a/4=0.1358$ nm apart, so 0.5 nm corresponds to 3.68 planes. This is not a whole number, so a perfectly flat (001) surface cannot lose this amount and remain flat everywhere.

### (b) Random arrival

Let the patch have area $A$. In a short interval $\mathrm{d}t$ an ion arrives with probability $\Gamma A\,\mathrm{d}t$ and removes an atom with probability $Y$. An atom is thus removed with probability $R\,\mathrm{d}t$, where

$$
R=Y\Gamma A ,
$$

independently of what happened before. The waiting time between two removals then has an exponential distribution, with mean $1/R$ and variance $1/R^2$.

The removal of $M$ atoms takes the sum of $M$ such independent waiting times. Means add, and so do variances:

$$
\langle t\rangle=\frac{M}{R},\qquad
\sigma_t=\frac{\sqrt M}{R},\qquad
\frac{\sigma_t}{\langle t\rangle}=\frac{1}{\sqrt M} .
$$

With $M=ndA$ the mean becomes $nd/(Y\Gamma)$, the result of part (a). Randomness adds a spread but does not shift the mean.

For a side of 5 nm the area is $2.5\times10^{-13}\ \mathrm{cm^2}$, so $M=624$ and the relative spread is $1/\sqrt{624}=4.0\,\%$, or 1.6 s. A simulation of 400 such patches, ion by ion, gave a mean of 40.00 s and a spread of 3.8 %. The difference from 4.0 % is less than two standard errors, since a spread estimated from 400 samples has a relative standard error of about $1/\sqrt{800}=3.5\,\%$. The spread falls as the inverse of the side of the patch, so it is negligible for the average over a wafer.

### (c) A reacted layer that runs out

A constant yield cannot last if the reacted layer is not renewed. Let the layer initially hold silicon equivalent to a crystalline thickness $s$, and let $\theta$ be the fraction still present, with $\theta=1$ at $t=0$. The problem takes the yield to be $Y_0\theta$, where $Y_0=0.1$ is the initial yield. This law would follow if ions struck all sites with equal probability and each site could lose only one atom. A layer holding 0.5 nm of silicon is several atomic planes thick, however. If ions removed stacked atoms one by one from the top, a place could be struck with effect several times. The yield would then stay high at first and fall steeply later. For columns three or four atoms deep (3.68 on average, one per surface atom of a (001) plane) struck at random, the yield lies above the proportional law until about 48 s and below it afterwards. About 0.79 of a 0.5 nm layer is then gone after 40 s, 90 % is gone after about 54 s, and 0.5 nm leaves a 1.0 nm layer in about 40.5 s. The proportional law is therefore a simple assumption, and the times found below depend strongly on it.

The reacted silicon left per unit area is $ns\theta$, so the balance of atoms reads

$$
ns\,\frac{\mathrm{d}\theta}{\mathrm{d}t}=-Y_0\Gamma\,\theta .
$$

Division by $ns$ gives

$$
\frac{\mathrm{d}\theta}{\mathrm{d}t}=-\frac{\theta}{\tau},\qquad
\tau=\frac{ns}{Y_0\Gamma}=\frac{e\,n\,s}{Y_0J},
$$

whose solution with $\theta(0)=1$ is $\theta=e^{-t/\tau}$. The removed thickness is

$$
h(t)=s(1-\theta)=s\left(1-e^{-t/\tau}\right).
$$

For $t\ll\tau$ the exponential is $1-t/\tau$ to first order, so $h\simeq st/\tau=Y_0\Gamma t/n$, which is the constant-yield result. For $t\gg\tau$ the thickness approaches $s$ and stops growing. Within this model, that saturation is the self-limiting property on which atomic layer etching rests.

**Layer holding 0.5 nm.** Here $s=d$, so $\tau$ has the same expression as the time in part (a): $\tau=40.0$ s. After 40.0 s the removed fraction is

$$
1-e^{-1}=0.632,
$$

which means $0.632\times0.5\ \mathrm{nm}=0.316$ nm. Random strikes on 200,000 simulated sites, each able to lose its atom only once, gave the same fraction, 0.632.

The mean yield over this period is $0.632\,Y_0=0.0632$. If this mean is put into the formula of part (a), together with the 0.316 nm actually removed, the time is again 40 s. The formula therefore remains correct for the mean yield; what fails is the use of the initial yield in its place.

To find the time for a given thickness $h<s$, isolate the exponential in $h=s(1-e^{-t/\tau})$:

$$
e^{-t/\tau}=1-\frac hs=\frac{s-h}{s}
\quad\Longrightarrow\quad
t=\tau\ln\frac{s}{s-h} .
$$

For 90 % of the layer, $s/(s-h)=10$ and

$$
t=40.0\ \mathrm{s}\times\ln 10=92.1\ \mathrm{s} .
$$

A constant yield of 0.1 would remove the same 0.45 nm in 36 s. The last part of the layer is slow because the yield has by then fallen far below its initial value; when 90 % is gone, it is $0.1\,Y_0$. Complete removal, $h\to s$, would take an unlimited time in this continuous description.

**Layer holding 1.0 nm.** The time constant is proportional to $s$, so it doubles to 80.0 s. The removal of 0.5 nm takes

$$
t=80.0\ \mathrm{s}\times\ln\frac{1.0}{1.0-0.5}=80.0\ \mathrm{s}\times\ln2=55.5\ \mathrm{s} .
$$

This is longer than 40.0 s by the factor $2\ln2=1.39$. An initial yield of 0.139 would restore 40 s, because its mean over the step would then be 0.1.

**Thick layer.** For $s\gg h$, the expansion $-\ln(1-x)=x+x^2/2+\dots$ with $x=h/s$ gives

$$
t=\tau\left(\frac hs+\frac{h^2}{2s^2}+\dots\right)
=\frac{e\,n\,h}{Y_0J}\left(1+\frac{h}{2s}+\dots\right).
$$

The second form follows from $\tau h/s=enh/(Y_0J)$. The constant-yield time is thus the limit of a reacted layer much thicker than the amount removed. A layer renewed by chlorine much faster than the ions use it up would also keep the yield nearly constant, but the etching would then no longer be self-limiting.

### (d) Three further effects

**Sputtering of bare silicon.** Where the reacted layer has gone, ions can still remove silicon with a smaller yield $Y_s=0.01$. Let this yield apply to the bare fraction $1-\theta$, and neglect any effect of this loss on $\theta$. The additional thickness is

$$
h_s=\frac{Y_s\Gamma}{n}\int_0^t\left(1-e^{-t'/\tau}\right)\mathrm{d}t'
=\frac{Y_s\Gamma}{n}\left[t-\tau\left(1-e^{-t/\tau}\right)\right].
$$

Taking $\tau$ out of the bracket and using $\Gamma\tau/n=s/Y_0$ gives

$$
h_s=\frac{Y_s}{Y_0}\,s\left(\frac t\tau-1+e^{-t/\tau}\right).
$$

For the layer holding 0.5 nm, the prefactor is $0.1\times0.5\ \mathrm{nm}=0.05$ nm. At $t=\tau=40.0$ s the bracket is $e^{-1}=0.368$, so $h_s=0.018$ nm. At 92.1 s it is $2.303-1+0.1=1.403$, so $h_s=0.070$ nm. The total loss at that time is $0.45+0.07=0.52$ nm.

At late times this loss grows linearly, at the speed $Y_s\Gamma/n=0.00125$ nm/s. A longer exposure removes more of the reacted layer but also more of the silicon below it, so with $Y_s>0$ the self-limitation is only approximate.

**Reading of the current.** Suppose that 0.1 mA/cm² is the reading of a negatively biased collector. If a fraction $f$ of the ions is doubly charged, the mean charge per ion is $(1-f)e+2fe=(1+f)e$. An electron that leaves the collector changes its charge by $+e$, just as an arriving singly charged ion does. With $g$ electrons released per ion, the reading is

$$
J=e\Gamma(1+f+g),\qquad\text{so}\qquad
\Gamma=\frac{J}{e(1+f+g)} .
$$

The true ion flux is smaller than $J/e$. At a fixed reading and a fixed yield per ion, the constant-yield time grows to

$$
t=\frac{nd}{Y\Gamma}=40.0\ \mathrm{s}\times(1+0.05+0.1)=46.0\ \mathrm{s} .
$$

The fixed yield is an approximation, since a doubly charged ion gains twice the energy of a singly charged one in the same voltage drop.

**Residual chlorine.** In a gas of number density $n_g=p/(kT)$ and molecular mass $m$, the flux onto a wall is the density times the mean of the velocity component $v$ towards the wall, with only $v>0$ contributing:

$$
\Gamma_g=n_g\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,\mathrm{d}v
=n_g\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=n_g\sqrt{\frac{kT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mkT}} .
$$

For $\mathrm{Cl_2}$, with a molecular mass of 70.9 u, at $10^{-6}$ Torr and 300 K, this is $2.41\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$. Each molecule brings two chlorine atoms. Over the 40.0 s of part (a), the number of chlorine atoms arriving per silicon atom removed is

$$
\frac{2\Gamma_g t}{nd}
=\frac{2\times2.41\times10^{14}\times40.0}{2.497\times10^{15}}=7.7 .
$$

For undissociated $\mathrm{Cl_2}$ at 300 K, this is an upper bound on the chlorine taken up from the residual gas, reached if every molecule sticks. A plasma can dissociate and heat the gas. Full dissociation of the same amount of chlorine at 300 K gives twice as many particles, each with half the mass and $\sqrt2$ times the speed, and raises the ratio by $\sqrt2$ to 10.9. The pressure limit below is for undissociated gas at 300 K. Even if only a modest part sticks, the reacted layer is partly renewed during the ion step. To keep the ratio at 0.1, the pressure must be lower by the factor 77, which gives $1.3\times10^{-8}$ Torr. If each chlorine atom allows at most one more silicon atom to leave, the additional etching is then at most 10 % of the intended amount. The requirement eases in proportion if the exposure is shortened by a larger ion current, with the yield and the removed thickness held fixed.

### Comparison with a real process

The model corresponds to the etching of silicon by alternating chlorine and argon-ion steps, with ion energies of roughly some tens of eV and a removal of several tenths of a nanometre per cycle. The thickness of 0.5 nm is in this range. It is 3.7 atomic planes, while one adsorbed monolayer of chlorine ($2/a^2=6.8\times10^{14}\ \mathrm{cm^{-2}}$) would supply only 0.27 chlorine atom per silicon atom removed. A reacted layer of this size corresponds to chlorination by a plasma or to mixing by ions, not to simple adsorption of $\mathrm{Cl_2}$ gas. The current is low for a dense plasma, which can deliver 1 mA/cm² or more; at 1 mA/cm², with the yield unchanged, the constant-yield time would be 4 s. The yield of 0.1 is also on the low side for a well-chlorinated surface, and it depends on ion energy.

In a real cycle the yield does not stay constant if the reacted layer is used up without being renewed. For a layer holding 0.5 nm, the proportional law of part (c) raises the time from 36 s to 92 s for the removal of 90 %, and removal of stacked atoms from the top raises it only to about 54 s. Residual chlorine acts in the opposite direction, since it renews the layer, and at the pressure considered here it could be just as important. The figure of 40 s is therefore reliable as an exposure time when 0.1 is the measured mean yield of the whole step and $J$ is the current density of the ions alone, all of them singly charged, and it is an underestimate when 0.1 is the initial yield of a layer that is not renewed, by an amount that depends on how the yield falls and that can be small for a thick layer. The numerical output lists the main values used above.

## Computed values

```
INPUTS
yield: 0.1 Si atoms per ion
ion current density: 0.1 mA/cm^2
silicon thickness to remove: 0.5 nm
elementary charge: 1.6022e-19 C
silicon lattice constant: 0.5431 nm
MAIN RESULT
atomic density of silicon: 4.994e+22 cm^-3
density counted in built crystal: 4.981e+22 cm^-3
spacing of (001) planes: 0.1358 nm
thickness in (001) planes: 3.68
atoms to remove: 2.497e+15 cm^-2
ion flux: 6.242e+14 cm^-2 s^-1
atom removal rate: 6.242e+13 cm^-2 s^-1
recession rate: 0.0125 nm/s
ion exposure time: 40.01 s
ion dose: 2.497e+16 cm^-2
time at ten times the current: 4.00 s
RANDOM ARRIVAL
patch side: 5 nm; atoms removed: 624
simulated mean time: 40.00 s
relative spread, formula: 4.0 %
relative spread, simulated: 3.8 %
DEPLETION, 0.1 TAKEN AS INITIAL YIELD
time constant, layer of 0.5 nm: 40.01 s
fraction removed after 40.0 s: 0.632
same fraction, simulated: 0.632
depth removed by then: 0.316 nm
mean yield up to then: 0.0632 Si atoms per ion
time to remove 90 % of the layer: 92.1 s
time for 0.5 nm from a layer holding 1.0 nm: 55.5 s
OTHER NEGLECTED EFFECTS
bare-silicon yield (rough): 0.01 Si atoms per ion
bare silicon lost by 40.0 s: 0.018 nm
bare silicon lost by 92.1 s: 0.070 nm
doubly charged fraction (rough): 0.05
electrons released per ion (rough): 0.1
time if collector reads 0.1 mA/cm^2: 46.0 s
same time from counted charges: 46.0 s
residual Cl2 pressure: 1e-06 Torr at 300 K
Cl2 molecular mass: 70.9 u
Cl2 flux: 2.41e+14 cm^-2 s^-1
Cl atoms arriving per Si atom removed: 7.7
Cl2 pressure for 0.1 Cl per Si: 1.3e-08 Torr
```
